# Conservative view-factor matrices for partial-sticking flux in a trench

## Definitions and conventions

A long, straight trench has width \(w\), depth \(H\) and aspect ratio \(\alpha=H/w\). The gas is so dilute inside it that molecules fly from surface to surface without colliding. They enter through the opening with a cosine distribution and a uniform flux \(\Gamma_0\). On each hit a molecule sticks with constant probability \(s\); otherwise it leaves from the same place with a fresh cosine distribution. The walls do not move while the flux is computed.

The cross-section is a closed rectangle made of the opening, two walls and the floor. Its boundary is cut into strips, numbered around the loop. Strip \(i\) runs from node \(P_i\) to \(P_{i+1}\) and has length \(a_i\). All fluxes are in units of \(\Gamma_0\), and counts are per unit trench length and unit time:

- \(\Gamma_i\) is the mean flux arriving at strip \(i\).
- \(J_i\) is the flux leaving it into the trench, taken as uniform over the strip.
- \(F_{ij}\) is the fraction of the molecules leaving \(i\) that land next on \(j\).
- \(G_{ij}=a_iF_{ij}\) is the exchange matrix, a length.

The opening emits \(J_i=1\) and absorbs whatever reaches it, since that molecule has escaped. A surface strip emits \(J_i=(1-s)\Gamma_i\).

Two rules hold for the true factors. A molecule must land somewhere, so \(\sum_jF_{ij}=1\). Exchange is also symmetric, \(a_iF_{ij}=a_jF_{ji}\), which is called reciprocity and follows from the kernel below.

## The kernel and the naive matrix

In three dimensions, a cosine emitter sends the fraction \(\cos\vartheta\cos\vartheta'\,dA'/(\pi R^2)\) to an area \(dA'\) at distance \(R\). Let \(r\) be the distance in the cross-section and \(y\) the offset along the trench. Then \(R^2=r^2+y^2\) and \(\cos\vartheta=(r/R)\cos\theta\), where \(\theta\) is the angle to the normal within the cross-section; the same holds for the primed angle. Integrating over \(y\) with \(\int dy/(r^2+y^2)^2=\pi/(2r^3)\) gives

\[
K=\frac{r^2\cos\theta\cos\theta'}{\pi}\,\frac{\pi}{2r^3}=\frac{\cos\theta\cos\theta'}{2r}.
\]

This is symmetric in the two points, hence reciprocity.

A cheap matrix replaces the emitting strip by its midpoint. A target element \(dl'\) subtends the angle \(d\theta=\cos\theta'\,dl'/r\), so \(K\,dl'=\tfrac12\cos\theta\,d\theta\) and

\[
F_{ij}\approx\tfrac12\left|\sin\theta_2-\sin\theta_1\right|,
\]

with \(\theta_{1,2}\) the directions to the ends of strip \(j\). The rectangle is convex, so nothing is shadowed. As \(j\) goes around the loop, \(\sin\theta\) runs from \(-1\) to \(1\), and the row sum is \(\tfrac12\cdot2=1\).

To find the fluxes, count arrivals by emitter and then apply reciprocity:

\[
a_i\Gamma_i=\sum_j a_jJ_jF_{ji}
\quad\Longrightarrow\quad
\Gamma_i=\sum_jF_{ij}J_j .
\]

The first equation is the emitter form, the second the receiver form. They agree for every set of emissions \(J_j\) only if the matrix obeys reciprocity, and the midpoint matrix does not. For \(w=40\) nm, \(H=120\) nm and 68 strips of 4 or 5 nm, the largest mismatch \(|G_{ij}-G_{ji}|\) is 0.116 nm.

## What the mismatch does to the balance

Solve the receiver form with any matrix. On surfaces \(s\Gamma_i=\Gamma_i-J_i\), and on the opening \(J_i=1\). Therefore

\[
\begin{aligned}
\text{in}-\text{deposited}-\text{escaped}
&=\sum_{\rm open}a_iJ_i-\sum_{\rm surf}a_i(\Gamma_i-J_i)-\sum_{\rm open}a_i\Gamma_i\\
&=\sum_i a_iJ_i-\sum_i a_i\Gamma_i .
\end{aligned}
\]

Inserting the receiver form in the last sum gives \(\sum_ia_i\Gamma_i=\sum_jJ_j\sum_ia_iF_{ij}\). With the column ratio \(c_j=\sum_ia_iF_{ij}/a_j\),

\[
\text{in}-\text{deposited}-\text{escaped}=\sum_ja_jJ_j(1-c_j).
\]

Reciprocity turns the column sum into a row sum, \(c_j=\sum_iF_{ji}\), and the row rule makes it 1. The two rules together thus conserve molecules on any mesh. For the midpoint matrix at \(s=0.05\), a fraction \(2.7\times10^{-4}\) of the incoming molecules disappears.

The emitter form seems to be a way out. There the total number of arrivals is \(\sum_ja_jJ_j\sum_iF_{ji}=\sum_ja_jJ_j\), so row sums alone conserve molecules, and the measured defect is at rounding level. The error has merely moved. At \(s=0\) the trench should be in equilibrium with the gas, with \(\Gamma_i=1\) everywhere. But if all \(J_j=1\), the emitter form returns \(\Gamma_i=\sum_ja_jF_{ji}/a_i=c_i\), which is not 1. Solved at \(s=0\), the midpoint matrix produces false flux variations of up to 4.2%. A particular solution can hide column errors: if the emission is mirror-symmetric, errors of opposite sign on mirror-image strips cancel in the balance. For the count to hold for every set of emissions \(J_j\), together with equilibrium at \(s=0\), the row sums must equal 1 and so must the column ratios \(c_j\). Reciprocity is one way to obtain the second condition from the first, but not the only one: a non-symmetric matrix with correct row and column sums also conserves molecules and gives \(\Gamma_i=1\) at \(s=0\). Reciprocity is imposed below because the true matrix has it and because it makes the two forms identical.

## Averaging is not enough

Reciprocity is restored by \(S=\tfrac12(G+G^{T})\). Since the rows of \(G\) sum to \(a_i\) and its columns to \(a_ic_i\), the new row sums are \(a_i(1+c_i)/2\). Half of each column error has become a row error, at most 1.9% here. The balance defect falls to \(3.6\times10^{-5}\) but does not vanish. Halving \(1-c_j\) at fixed emission would have given about \(1.3\times10^{-4}\); the rest of the change comes from the altered \(J_j\).

A correction that keeps the symmetry must therefore fix the row sums at the same time, and it should create no negative exchange. A symmetric positive scaling does this:

\[
B_{ij}=S_{ij}\,e^{x_i+x_j},\qquad \sum_jB_{ij}=a_i .
\]

The unknowns \(x_i\) minimize

\[
\varphi(x)=\tfrac12\sum_{ij}S_{ij}e^{x_i+x_j}-\sum_ia_ix_i .
\]

Each \(x_k\) occurs once through \(i\) and once through \(j\), which cancels the factor \(\tfrac12\), so \(\partial\varphi/\partial x_k=\sum_jB_{kj}-a_k\). A stationary point is the required scaling. The second derivative is \(M_{kl}=\delta_{kl}\sum_jB_{kj}+B_{kl}\), and for any vector \(v\)

\[
v^TMv=\tfrac12\sum_{ij}B_{ij}(v_i+v_j)^2\ge0 .
\]

This vanishes only if \(v_i=-v_j\) for every pair that exchanges molecules. Every strip belongs to a triangle of three mutually visible strips, for example left wall, right wall and floor, or both walls and the opening. Around a triangle \(v_i=-v_j=v_k=-v_i\), so \(v=0\). The function is strictly convex and has at most one minimum.

A minimum exists because the true matrix \(E\) has the same zeros as \(S\) and satisfies both rules. These give \(\sum_ia_ix_i=\tfrac12\sum_{ij}E_{ij}(x_i+x_j)\). With \(u_{ij}=x_i+x_j\),

\[
\varphi=\tfrac12\sum_{ij}\left(S_{ij}e^{u_{ij}}-E_{ij}u_{ij}\right).
\]

Each term with \(E_{ij}>0\) is bounded below and grows without limit as \(|u_{ij}|\to\infty\). In a triangle \(2x_i=u_{ij}+u_{ik}-u_{jk}\), so no \(x_i\) can run away while all \(u_{ij}\) stay finite. The argument fails if the approximate matrix has a zero where exchange is needed, as can happen with sparse random sampling.

Newton's method solves \(M\,\delta x=-\nabla\varphi\) and halves the step until \(\varphi\) falls sufficiently. Three steps suffice here. The largest factor \(e^{x_i}\) differs from 1 by 1.8%, and the balance defect is then at rounding level.

## What enforcement can and cannot repair

Define the distance \(D(P|Q)=\sum_{ij}[P_{ij}\ln(P_{ij}/Q_{ij})-P_{ij}+Q_{ij}]\) over the nonzero entries. It is never negative. Since \(\ln(E/S)=\ln(E/B)+x_i+x_j\),

\[
D(E|S)=\sum_{ij}E_{ij}\ln\frac{E_{ij}}{B_{ij}}+\sum_{ij}E_{ij}(x_i+x_j)-\sum_{ij}E_{ij}+\sum_{ij}S_{ij}.
\]

\(E\) and \(B\) have the same row sums and are both symmetric. Hence \(\sum E_{ij}=\sum B_{ij}\), which makes the first sum equal to \(D(E|B)\). Also

\[
\sum_{ij}E_{ij}(x_i+x_j)=2\sum_ia_ix_i=\sum_{ij}B_{ij}(x_i+x_j)=\sum_{ij}B_{ij}\ln\frac{B_{ij}}{S_{ij}} .
\]

The remaining terms form \(D(B|S)\), so

\[
D(E|S)=D(E|B)+D(B|S).
\]

In this measure scaling cannot move the averaged matrix away from the truth. It may not move it far towards the truth either: the distance falls from 0.0345 to 0.0261 nm for the midpoint matrix. For a true matrix spoiled by random errors of up to 30% per entry and then averaged, it falls from 2.62 to 2.40 nm in one draw; over 100 draws the averages are 2.45 and 2.23 nm, and the reduction lies between 6 and 13%.

Conservation is consequently a test of bookkeeping, not of accuracy. To show this, the true wall-to-wall exchange was multiplied by \(e^{-4|z-z'|/H}\), with \(z\) the depth of each strip, and both rules were then enforced. The result conserves molecules to rounding, yet it deposits 0.2515 of them instead of 0.2582, an error of 2.6% relative to the correct value on the same mesh.

## Exact strip factors

For this convex section the true matrix is available in closed form. Let \(r=|\mathbf x(l)-\mathbf y(l')|\), with \(l,l'\) arc lengths in the same sense around the loop, unit tangents \(\boldsymbol\tau,\boldsymbol\tau'\), and \(\mathbf u=(\mathbf x-\mathbf y)/r\). Then \(\partial r/\partial l'=-\mathbf u\cdot\boldsymbol\tau'\) and \(\partial\mathbf u/\partial l=[\boldsymbol\tau-\mathbf u(\mathbf u\cdot\boldsymbol\tau)]/r\). With \(\mathbf v\) a unit vector perpendicular to \(\mathbf u\),

\[
\frac{\partial^2r}{\partial l\,\partial l'}
=-\frac{\boldsymbol\tau\cdot\boldsymbol\tau'-(\mathbf u\cdot\boldsymbol\tau)(\mathbf u\cdot\boldsymbol\tau')}{r}
=-\frac{(\mathbf v\cdot\boldsymbol\tau)(\mathbf v\cdot\boldsymbol\tau')}{r}.
\]

The magnitudes of the two projections are \(\cos\theta\) and \(\cos\theta'\). Going around a convex loop, the two points cross their connecting line in opposite directions, so the product is negative. Thus \(K=\tfrac12\,\partial^2r/\partial l\,\partial l'\). Integration over both strips, with \(d_{mn}=|P_m-P_n|\), gives

\[
G_{ij}=\tfrac12\left(d_{ij}+d_{i+1,j+1}-d_{i,j+1}-d_{i+1,j}\right),\qquad i\neq j .
\]

This is the crossed-string rule: the diagonals minus the sides that join the strips, halved. It is symmetric, and it vanishes for two strips on the same straight face. Summed over all \(j\), including \(j=i\), the distances cancel around the closed loop. The formal term \(j=i\) equals \(\tfrac12(0+0-a_i-a_i)=-a_i\). As the true self-exchange is zero, that term is left out, and the others sum to \(a_i\). Both rules hold without correction. Direct quadrature of \(K\) for four pairs of strips that do not touch agrees to a relative \(10^{-13}\).

Where strings can be drawn, use them. The formula above with straight distances needs an unobstructed view; if an edge protrudes from one side and shades part of the view, the strings must be stretched taut around it. Where factors come from quadrature or sampling, averaging and scaling restore an exact balance whenever the scaling exists, but they need not improve the fluxes. On the 68-strip mesh the scaled midpoint matrix deposits 0.258187 of the incoming molecules, the string matrix 0.258185 and the uncorrected midpoint matrix 0.258147. Fine meshes converge to 0.258139, so the uncorrected deposit happens to be the closest; its lost molecules show up in the escape, 0.741584 against 0.741861. Measured against a fine mesh, the largest error in a surface strip flux is 0.04% for the uncorrected matrix in receiver form, 1.9% after averaging, 0.2% after scaling and 0.04% for strings. Refinement does not remove the local errors of the corrected matrices. From 68 to 544 strips, the largest deviation from the string fluxes on the same mesh stays at 1.9 to 2.0% after averaging and at 0.19% after scaling. For the uncorrected matrix in receiver form it falls from 0.02% to 0.003%, and the balance defect falls from \(2.7\times10^{-4}\) to \(5\times10^{-6}\). The false variation of the emitter form at \(s=0\) also persists, at 4.2 to 4.4%.

## Solving, and the sign of the mesh error

The surface fluxes obey a closed system,

\[
\Gamma_i-(1-s)\sum_{j\in\rm surf}F_{ij}\Gamma_j=\sum_{j\in\rm open}F_{ij}.
\]

Every surface strip sees the opening, so the row sums of the repeated-hit matrix are \((1-s)(1-F_{i,\rm open})<1\). The series of successive hits converges, and the system has one solution even at \(s=0\).

Uniform emission per strip is still an approximation, but its effect on the escape has a known sign. For \(0<s<1\) the continuous surface emission obeys \(AJ=b\), with \(A=1/(1-s)-K\) and \(b\) the direct flux from the opening. Here \(K\) acts by integration over the surfaces. Since \(2JJ'\le J^2+J'^2\) and \(K\) integrates to at most 1, \(\int JKJ\le\int J^2\). So \(A\) is symmetric and positive. The escaped count is \(\int bJ\), which is the maximum over all trial functions of

\[
2\int bJ-\int JAJ .
\]

For strip-constant \(J\), setting the derivative with respect to \(J_i\) to zero gives \(a_iJ_i/(1-s)=\sum_{\rm open}G_{ij}+\sum_{\rm surf}G_{ij}J_j\). This is the strip equation times \(a_i\). A maximum over fewer functions cannot be larger. With exact strip factors each mesh therefore gives a lower bound on escape and an upper bound on deposition, and subdividing strips cannot lower the computed escape.

The escaped fractions for 68, 136, 272 and 544 strips are 0.741815, 0.741850, 0.741859 and 0.741861. Successive increments shrink about fourfold, which is consistent with second-order convergence on these meshes.

Conservation cannot vouch for the accuracy of the fluxes, so an independent calculation followed 800,000 molecules with three-dimensional cosine directions. It shares the physical assumptions of the strip model and therefore tests the solution, not those assumptions. It deposits \(0.2576\pm0.0005\), against 0.2581 from 272 strips. On the floor it finds \(0.0363\pm0.0002\) against 0.0360, and on the lower half of the walls \(0.1036\pm0.0003\) against 0.1039. All three agree within about 1.2 standard errors.

## Two limits

For \(s\to0\) the flux becomes uniform, and the deposited fraction tends to \(s(2H+w)/w=7s\) here. At \(s=10^{-4}\) the computed value is 0.9993 of this law. The law fails once absorption depletes the trench: at \(s=0.05\) it predicts 0.35, while the solution gives 0.258.

For \(s=1\) only direct flight counts. From a wall point at depth \(z\), the near edge of the opening lies along the wall, where \(\sin\theta=1\), and the far edge has \(\sin\theta=z/\sqrt{z^2+w^2}\). The wall flux is \(\tfrac12(1-z/\sqrt{z^2+w^2})\). For the floor, the string rule gives

\[
\frac{1}{w}\,\frac{2\sqrt{w^2+H^2}-2H}{2}=\sqrt{1+\alpha^2}-\alpha=0.162 .
\]

## A metal deposition example

Take \(s=0.05\), 450 K, a precursor of mass \(m=300\) u at a partial pressure \(p=0.2\) mTorr just above the wafer, in 1 Torr of argon, and a deposited volume \(V=0.012\) nm³ per sticking molecule. The incoming flux is taken as \(\Gamma_0=p/\sqrt{2\pi mk_BT}=191\) nm⁻² s⁻¹. This formula assumes as many molecules leaving as arriving; allowing for the fraction \(s\) that sticks multiplies it by about \(1/(1-s/2)\), which would raise the rates below by 2.6% for an isolated trench in a flat field. For the trench array considered at the end, the absorbed fraction 0.154 takes the place of \(s\) and the rise is about 8%. The flat field beside the trench, where the relative flux is 1, grows at

\[
s\Gamma_0V=0.05\times191.2\times0.012\times60=6.88\ \text{nm/min}.
\]

Fluxes for other sticking probabilities, with the geometry held fixed, are:

| \(s\) | deposited | floor | top 10 nm | bottom 10 nm |
|---|---|---|---|---|
| 0.01 | 0.065 | 0.928 | 0.965 | 0.918 |
| 0.05 | 0.258 | 0.721 | 0.860 | 0.681 |
| 0.2 | 0.592 | 0.398 | 0.676 | 0.313 |
| 1 | 1.000 | 0.162 | 0.438 | 0.028 |

At \(s=0.05\) an entering molecule makes \(0.258/0.05=5.2\) surface hits on average. The top of the wall grows at \(6.88\times0.860=5.92\) nm/min, the bottom at 4.69 and the floor at 4.96 nm/min. In this model a lower \(s\) evens out the flux, but at fixed \(\Gamma_0\) it slows the field growth in proportion.

If the fluxes stayed frozen, the top 10 nm would close on average after \(20/5.92=3.38\) min; the lip itself, with a flux near 0.88, would close slightly earlier, at about 3.3 min. At 3.38 min the lower walls would be \(40(1-0.681/0.860)=8.3\) nm apart, and at the earlier closing time of the lip \(40(1-0.681/0.877)=8.9\) nm. The floor would have risen by about 17 nm, burying the lowest 10 nm of wall, so this gap is a rough figure for the region just above the floor.

These inputs are round values meant to resemble low-pressure chemical vapour deposition of metal into a damascene trench, where widths of tens of nanometres and aspect ratios of a few are typical. Sticking probabilities vary widely with chemistry and temperature, so 0.05 is a choice. The assumption most plainly broken in a real fill is that of frozen walls. With \(H\) and \(s\) fixed, the bottom-to-top flux ratio drops from 0.79 at 40 nm width to 0.56 at 20 nm and 0.27 at 10 nm. This suggests a gap larger than the frozen estimate; a quantitative fill needs the fluxes solved again as the tapered profile moves.

Other neglected effects are uneven in size. The pressure \(p\) is the value at the wafer, which can lie well below that in the bulk gas. The surface removes precursor with velocity \(s\sqrt{k_BT/2\pi m}=2.2\) m/s, while a hard-sphere estimate gives a gas diffusion coefficient near \(6\times10^{-3}\) m²/s. A diffusion layer of 1 mm would leave about three quarters of the bulk pressure at the wafer, and one of 1 cm about a fifth. These figures hold for a flat field. An array of such trenches with lines as wide as the trenches absorbs the fraction \((0.05+0.258)/2=0.154\), which leaves about half of the bulk pressure for 1 mm and under a tenth for 1 cm. This scales all rates but not the relative fluxes. Narrowing the trench by an assumed molecular diameter of 0.8 nm lowers the floor flux by 0.8%. For a collision diameter of 0.6 nm the mean free path is 14 µm, so the depth is under 1% of it. Over its several flights an entering molecule travels about 355 nm on average, which gives it a chance near 2.5% of a gas collision inside the trench. Surface diffusion may matter more. Take sites \(h=0.25\) nm apart and \(10^{13}\) hop attempts per second, so that hops over a barrier \(E_b\) succeed at the rate \(\nu=10^{13}e^{-E_b/k_BT}\) s⁻¹. On a square lattice the diffusion coefficient is \(h^2\nu/4\). In the time \(t=1.67\) s that deposits one layer on the field, the diffusion length \(\sqrt{h^2\nu t/4}\) is 4.7 nm for a barrier of 0.9 eV but 62 nm for 0.7 eV. Both barriers are choices, and both lengths assume that the adsorbed species stays mobile for the whole time \(t\); earlier capture shortens them. In the second case the length is comparable to the trench dimensions, and local sticking alone no longer fixes the thickness profile. Finally, if each sticking molecule blocks one site for about 0.17 s, some 10% of the field sites are occupied, and a constant \(s\) becomes doubtful. A molecule 0.8 nm across covers about eight sites, so the same blocking is then reached at about 0.02 s.

## Values computed for the example and the checks

```
Trench width, depth: 40, 120 nm; sticking 0.05
Temperature 450 K; masses 300, 40 u
Precursor 0.2 mTorr; total 1.0 Torr
Volume per molecule 0.012 nm^3; diameter 0.8 nm
Strips on coarse mesh: 68
String rule vs quadrature, max relative error: 9.7e-14
Midpoint rule: row-sum error 2.2e-16
Midpoint rule: reciprocity error 0.1158 nm
After averaging: row-sum error 0.01880
After scaling: row-sum error 4.4e-16, 3 Newton steps
Largest scale-factor change: 0.01823
Entropy distance, midpoint: 0.034483 -> 0.026077 nm
Entropy distance, 30% noise: 2.623676 -> 2.399654 nm
midpoint: deposited 0.258147, escaped 0.741584, defect 2.7e-04
averaged: deposited 0.258309, escaped 0.741655, defect 3.6e-05
scaled: deposited 0.258187, escaped 0.741813, defect 2.2e-16
strings: deposited 0.258185, escaped 0.741815, defect 2.3e-14
Emitter form, midpoint rule: balance defect 2.2e-16
Same at s=0: largest false flux variation 0.04234
Distorted matrix: deposited 0.251456, defect 1.1e-16
68 strips: escaped 0.74181476
136 strips: escaped 0.74184977
272 strips: escaped 0.74185854
544 strips: escaped 0.74186073
Small-s deposition / uniform-flux law at s=1e-4: 0.99928
Deposit, total: solved 0.25814, traced 0.25756 +- 0.00049
Deposit, floor: solved 0.03604, traced 0.03629 +- 0.00021
Deposit, lower half of walls: solved 0.10388, traced 0.10355 +- 0.00034
s: deposited, floor flux, top 10 nm flux, bottom 10 nm flux
0.01: 0.0653, 0.9280, 0.9648, 0.9178
0.05: 0.2581, 0.7208, 0.8602, 0.6814
0.2: 0.5917, 0.3979, 0.6757, 0.3134
1.0: 1.0000, 0.1623, 0.4384, 0.0278
Incoming flux: 191.21 /(nm^2 s)
Surface hits per entering molecule: 5.163
Growth, flat field: 6.884 nm/min
Growth, top wall: 5.921 nm/min
Growth, bottom wall: 4.690 nm/min
Growth, floor: 4.962 nm/min
Frozen-flux top closing: 3.38 min; gap below 8.31 nm
Width 20 nm: floor flux 0.4841, bottom/top 0.5578
Width 10 nm: floor flux 0.2302, bottom/top 0.2726
Finite molecule: floor flux change -0.78%
Mean free path (collision diameter 0.6 nm): 14.1 um; depth/path 0.0085
Site spacing 0.25 nm, attempts 1e+13 /s, layer time 1.67 s
Diffusion length, barrier 0.9 eV: 4.7 nm
Diffusion length, barrier 0.7 eV: 61.5 nm
Residence time for 10% site blocking: 0.167 s
```
